# Debugging a numerical check: Line Charge in a Polarizable Sheet: Near and Far Potential

```python
"""
Line charge in a polarizable sheet: result under test
  phi(0) - phi(x) = Lam * L(s),  L(s) = ln s + gamma + g(s),  s = |x|/r0
  L = integral_0^inf (1 - cos(q s)) / (q (1 + q)) dq   (q in units of 1/r0)
Symbols: lam line charge per length, chi sheet polarizability (P = chi E),
  kappa mean permittivity of the two half-spaces, r0 = chi/(2 eps0 kappa),
  Lam = lam/(2 pi eps0 kappa), gamma Euler's constant,
  f, g auxiliary functions of the sine and cosine integrals, f = dL/ds.
L is finite at s = 0 and tends to ln s + gamma at large s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import sici, exp1
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

gamma = np.euler_gamma


def f_aux(s):
    si, ci = sici(s)
    return ci * np.sin(s) + (np.pi / 2 - si) * np.cos(s)


def g_aux(s):
    if s > 50:  # asymptotic series avoids cancellation
        return (1 - 6 / s**2 + 120 / s**4 - 5040 / s**6) / s**2
    si, ci = sici(s)
    return -ci * np.cos(s) + (np.pi / 2 - si) * np.sin(s)


def L_closed(s):
    return 0.0 if s == 0 else np.log(s) + gamma + g_aux(s)


def cosine_integral(kernel, x, start=0.0):
    """integral_start^inf cos(q x) kernel(q) dq, split at q = 1"""
    low = quad(lambda q: np.cos(q * x) * kernel(q), start, 1, limit=400)[0]
    high = quad(kernel, 1, np.inf, weight='cos', wvar=x,
                epsabs=1e-9, limlst=300, limit=400)[0]
    return low + high


def L_quadrature(s):
    low = quad(lambda q: 2 * np.sin(q * s / 2)**2 / (q * (1 + q)), 0, 1,
               limit=400, epsabs=1e-11)[0]
    high = quad(lambda q: 1 / (q * (1 + q)), 1, np.inf, weight='cos', wvar=s,
                epsabs=1e-10, limlst=300, limit=400)[0]
    return low + np.log(2) - high


# --- closed form, limits and field against quadrature of the kernel
quad_error = max(abs(L_quadrature(s) - L_closed(s))
                 for s in (0.05, 0.3, 1.0, 4.0, 20.0))
assert quad_error < 1e-7
s = 0.05
near = np.pi * s / 2 + s**2 / 2 * (np.log(s) + gamma - 1.5)
assert abs(L_quadrature(s) - near) < s**3
s = 20.0
assert abs(L_quadrature(s) - np.log(s) - gamma - 1 / s**2) < 7 / s**4
far_growth = L_quadrature(200.0) - L_quadrature(20.0)
assert abs(far_growth - np.log(10)) < 1 / 20.0**2
step = 1e-2
slope = (L_quadrature(0.7 + step) - L_quadrature(0.7 - step)) / (2 * step)
assert abs(slope - f_aux(0.7)) < 1e-4

# --- contribution of one decade of large q: bare kernel versus sheet kernel
bare_decade = quad(lambda q: (1 - np.cos(q)) / q, 100, 1000, limit=2000)[0]
sheet_decade = quad(lambda q: (1 - np.cos(q)) / (q * (1 + q)), 100, 1000,
                    limit=2000)[0]
assert abs(bare_decade - np.log(10)) < 0.02 and sheet_decade < 0.011

# --- spread charge: total, enclosed fraction, and its own bare-log potential
total_charge = 2 / np.pi * (quad(g_aux, 0, 5)[0] + quad(g_aux, 5, np.inf)[0])
assert abs(total_charge - 1) < 1e-6
assert abs(2 / np.pi * quad(g_aux, 0, 3)[0] - (1 - 2 * f_aux(3) / np.pi)) < 1e-7


def L_from_spread_charge(s):
    def integrand(u):
        return g_aux(u) / np.pi * np.log(abs((s - u) * (s + u)) / u**2)
    return (quad(integrand, 0, s, limit=400)[0]
            + quad(integrand, s, 2 * s, limit=400)[0]
            + quad(integrand, 2 * s, np.inf, limit=400)[0])


for s in (0.4, 3.0):
    assert abs(L_from_spread_charge(s) - L_closed(s)) < 1e-5

# --- line at height h above the sheet: induced potential at the line is finite
h_line = 0.2
induced = quad(lambda q: np.exp(-2 * q * h_line) / (1 + q), 0, np.inf)[0]
assert abs(induced - np.exp(2 * h_line) * exp1(2 * h_line)) < 1e-7


# --- finite-difference solution of the sheet problem (r0 = Lam = 1)
def potential(x, z):
    w = np.maximum(np.abs(z), 1e-14) - 1j * np.abs(x)
    return -(np.real(np.log(w) + np.exp(w) * exp1(w)) + gamma)


def grid_error(h, left, right, half_height, formula, k_up, k_down):
    """largest deviation between the grid solution and the formula;
    the formula supplies only the values on the outer boundary"""
    mean = (k_up + k_down) / 2
    nx, nz = round((right - left) / h), round(2 * half_height / h)
    x = left + h * np.arange(nx + 1)
    z = -half_height + h * np.arange(nz + 1)
    exact = formula(x[None, :], z[:, None])
    plane, origin = nz // 2, round(-left / h)
    link = np.where(np.arange(nz) < plane, k_down, k_up) / mean
    row = np.where(np.arange(nz + 1) < plane, k_down, k_up) / mean
    row[plane] = 1 + 2 / h
    row = row[1:-1]
    tx = diags([np.ones(nx - 2), -2 * np.ones(nx - 1), np.ones(nx - 2)],
               [-1, 0, 1])
    vz = diags([link[1:-1], -(link[:-1] + link[1:]), link[1:-1]], [-1, 0, 1])
    matrix = kron(diags(row), tx) + kron(vz, identity(nx - 1))
    rhs = np.zeros((nz - 1, nx - 1))
    rhs[plane - 1, origin - 1] = -2 * np.pi
    rhs[:, 0] -= row * exact[1:-1, 0]
    rhs[:, -1] -= row * exact[1:-1, -1]
    rhs[0] -= link[0] * exact[0, 1:-1]
    rhs[-1] -= link[-1] * exact[-1, 1:-1]
    solution = spsolve(matrix.tocsc(), rhs.ravel()).reshape(rhs.shape)
    return np.max(np.abs(solution - exact[1:-1, 1:-1]))


def with_metal_edge(x, z):  # metal surface at x = -2, image line at x = -4
    return potential(x, z) - potential(x + 4, z)


coarse = grid_error(0.1, -3, 3, 3, potential, 1.0, 3.9)
fine = grid_error(0.05, -3, 3, 3, potential, 1.0, 3.9)
assert fine < 5e-3 and fine < 0.6 * coarse
assert np.max(np.abs(with_metal_edge(-2.0, np.linspace(0, 3, 7)))) < 1e-12
edge_error = grid_error(0.05, -2, 4, 3, with_metal_edge, 1.0, 3.9)
assert edge_error < 5e-3

# --- worked example (lengths in nm, potentials in V)
thickness, eps_in, eps_out = 0.65, 15.0, 6.0
k_air, k_oxide = 1.0, 3.9
line_density, edge_distance, temperature = 0.1, 50.0, 300.0
cell, gate_distance, mass_ratio = 0.32, 300.0, 0.5
kappa = (k_air + k_oxide) / 2
chi_over_eps0 = (eps_in - 1) * thickness
r0 = chi_over_eps0 / (2 * kappa)
e_over_eps0 = const.e / const.epsilon_0 * 1e9  # V nm
Lam = line_density * e_over_eps0 / (2 * np.pi * kappa)
peak_field = line_density * e_over_eps0 / (2 * chi_over_eps0)  # V/nm
slope_at_line = Lam * L_quadrature(0.002) / (0.002 * r0)
assert abs(slope_at_line / peak_field - 1) < 0.01
barrier = Lam * L_closed(2 * edge_distance / r0)
thermal = const.k * temperature / const.e


def sheet_potential(x):  # relative to the metal edge
    return Lam * (L_closed((x + 2 * edge_distance) / r0) - L_closed(x / r0))


def bare_potential(x):
    return Lam * np.log((x + 2 * edge_distance) / x)


# --- neglected effect: finite anisotropic thickness, line at mid-plane
eps_g = np.sqrt(eps_in * eps_out)
stretch = np.sqrt(eps_in / eps_out)


def slab_kernel(q):
    t = np.tanh(q * stretch * thickness / 2)
    admittance = sum(eps_g * (k + eps_g * t) / (eps_g + k * t)
                     for k in (k_air, k_oxide))
    return 2 * kappa / (q * admittance)


def slab_by_matching(q):
    """unknowns: top amplitude, two upper, two lower, bottom amplitude"""
    k = q * stretch
    E = np.exp(k * thickness / 2)
    m = np.array([
        [-1, E, 1 / E, 0, 0, 0],
        [k_air * q, eps_out * k * E, -eps_out * k / E, 0, 0, 0],
        [0, 0, 0, 1 / E, E, -1],
        [0, 0, 0, eps_out * k / E, -eps_out * k * E, -k_oxide * q],
        [0, 1, 1, -1, -1, 0],
        [0, -eps_out * k, eps_out * k, eps_out * k, -eps_out * k, 0]])
    a = np.linalg.solve(m, np.array([0, 0, 0, 0, 0, 2 * kappa]))
    return a[1] + a[2]


for q in (0.05, 0.7, 4.0):
    assert abs(slab_by_matching(q) / slab_kernel(q) - 1) < 1e-9
r0_slab = (eps_in * thickness - thickness * (k_air**2 + k_oxide**2)
           / (2 * eps_out)) / (2 * kappa)
q = 1e-4
assert abs((1 / (q * slab_by_matching(q)) - 1) / q - r0_slab) < 1e-3


def sheet_kernel(q):
    return 1 / (q * (1 + r0 * q))


def slab_minus_sheet(x):
    return Lam * cosine_integral(lambda q: slab_kernel(q) - sheet_kernel(q),
                                 x, start=1e-7)


# --- neglected effect: grounded back gate under the oxide
def gate_kernel(q, k1, k2, radius):
    mean = (k1 + k2) / 2
    return 1 / (q * ((k1 + k2 / np.tanh(q * gate_distance)) / (2 * mean)
                     + radius * q))


q = 0.002  # uniform medium without sheet: one image line below the gate
assert abs(gate_kernel(q, 1, 1, 0)
           - (1 - np.exp(-2 * q * gate_distance)) / q) < 1e-8
gate_shift = Lam * quad(
    lambda q: (1 - np.cos(2 * edge_distance * q))
    * (gate_kernel(q, k_air, k_oxide, r0) - sheet_kernel(q)),
    1e-9, 20 / gate_distance, limit=400)[0]

# --- neglected effects: dopants, discreteness, tunnelling, degeneracy
low_doping, high_doping = 1e10, 1e12  # per cm2
per_nm2 = 1e-14
strip_low = line_density / (2 * low_doping * per_nm2)
strip_high = line_density / (2 * high_doping * per_nm2)
dopant_shift = Lam * low_doping * per_nm2 / line_density * quad(
    lambda X: np.log((X + edge_distance) / abs(X - edge_distance)),
    0, strip_low, points=[edge_distance], limit=400)[0]
G = 2 * np.pi / cell


def ripple_kernel(q):
    k = np.hypot(q, G)
    return 2 / (k * (1 + r0 * k))


ripple = Lam * quad(ripple_kernel, 0, np.inf, weight='cos', wvar=cell,
                    epsabs=1e-9, limlst=300)[0]
mass = mass_ratio * const.m_e
wave_factor = np.sqrt(2 * mass * const.e) / const.hbar * 1e-9


def tunnel_exponent(depth):
    turn = brentq(lambda x: Lam * L_closed(x / r0) - depth, 0, 200)
    action = quad(lambda x: np.sqrt(max(depth - Lam * L_closed(x / r0), 0)),
                  0, turn, limit=200)[0]
    return 4 * wave_factor * action


tunnel_depth = brentq(lambda d: tunnel_exponent(d) - 1, 1e-3, 0.2)
band_density = mass * const.k * temperature / (np.pi * const.hbar**2) * 1e-4

print(f"closed form vs quadrature, max deviation of L: {quad_error:.1e}")
print(f"grid deviation/Lam, spacing 0.1 r0: {coarse:.1e}")
print(f"grid deviation/Lam, spacing 0.05 r0: {fine:.1e}")
print(f"grid deviation/Lam with metal edge: {edge_error:.1e}")
print(f"L(200)-L(20) by quadrature: {far_growth:.4f}; ln 10: {np.log(10):.4f}")
print(f"q decade 100-1000, bare: {bare_decade:.4f}; sheet: {sheet_decade:.4f}")
print(f"total spread charge / lam: {total_charge:.6f}")
print(f"thickness: {thickness} nm; eps in/out of plane: {eps_in}, {eps_out}")
print(f"half-spaces: {k_air}, {k_oxide}; mean kappa: {kappa:.2f}")
print(f"line charge magnitude: {line_density} e/nm")
print(f"charge per {cell} nm cell: {line_density * cell:.3f} e")
print(f"line to metal edge: {edge_distance} nm; T: {temperature} K")
print(f"chi/eps0: {chi_over_eps0:.2f} nm")
print(f"r0: {r0:.3f} nm")
print(f"core radius r0 exp(-gamma): {r0 * np.exp(-gamma):.3f} nm")
print(f"Lam: {Lam:.4f} V")
print(f"peak in-plane field: {peak_field * 10:.3f} MV/cm")
print(f"L(2b/r0): {L_closed(2 * edge_distance / r0):.3f}")
print(f"electron barrier at line above metal reference: {barrier:.4f} eV")
print(f"thermal energy: {thermal:.4f} eV")
print("potential magnitude relative to metal, x into channel:")
for x in (0.001, 0.1, 1.0, 10.0, 50.0):
    print(f" x={x:g} nm: sheet {sheet_potential(x):.4f} V,"
          f" bare {bare_potential(x):.4f} V")
for x in (r0, 10.0):
    print(f"charge fraction within {x:.2f} nm:"
          f" {1 - 2 * f_aux(x / r0) / np.pi:.3f}")
print("neglected effects:")
print(f"r0 from slab expansion: {r0_slab:.3f} nm")
print(f"slab near-log weight kappa/eps_g: {kappa / eps_g:.3f}")
for x in (0.1, 0.5, 2.0, 10.0):
    print(f" slab minus sheet at {x} nm: {1e3 * slab_minus_sheet(x):.2f} mV")
print(f"gate at {gate_distance} nm, barrier change: {1e3 * gate_shift:.1f} meV")
print(f"dopant strip half-width at {low_doping:.0e} cm^-2: {strip_low:.0f} nm")
print(f"dopant strip half-width at {high_doping:.0e} cm^-2: {strip_high:.0f} nm")
print(f"dopant barrier lowering, lower doping: {1e3 * dopant_shift:.0f} meV")
print(f"row discreteness ripple at {cell} nm: {1e3 * ripple:.3f} mV")
print(f"effective mass: {mass_ratio} m_e")
print(f"depth below top with tunnel exponent 1: {1e3 * tunnel_depth:.0f} meV")
print(f"thermal band density (one valley): {band_density:.2e} cm^-2")
print(f"lower doping / band density: {low_doping / band_density:.1e}")
print("verified")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 137, in <module>
    assert fine < 5e-3 and fine < 0.6 * coarse
                           ^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The finite-difference check took the largest deviation over all nodes and required it to fall below 0.6 of its value when the spacing h was halved. A lattice estimate shows that the grid error at height z above the line is about h²/(6z) in units of Λ and r0, so it is second order at a fixed height but only first order, about h/6, at the node next to the line; the fault was thus in the test, not in the derived formula. The convergence test, tightened from 0.6 to 0.45, and the 5e-3 limit now apply to all sheet nodes, including the line itself, and to all nodes at least 0.5 r0 from the line. The excluded off-sheet nodes near the line are covered by a separate all-node limit of 0.2h, which is 0.01 on the fine grid and so looser there than the former 5e-3, because of this first-order error.

Repair:

```diff
@@ -103,6 +103,9 @@
 
 def grid_error(h, left, right, half_height, formula, k_up, k_down):
-    """largest deviation between the grid solution and the formula;
-    the formula supplies only the values on the outer boundary"""
+    """deviation between the grid solution and the formula, which supplies
+    only the values on the outer boundary. Returns two maxima:
+    (sheet nodes and nodes at least 0.5 r0 from the line, all nodes).
+    At height z above the line the grid error is about h^2/(6 z): second
+    order at fixed z, but first order, h/6, at the node next to the line."""
     mean = (k_up + k_down) / 2
     nx, nz = round((right - left) / h), round(2 * half_height / h)
@@ -126,5 +129,8 @@
     rhs[-1] -= link[-1] * exact[-1, 1:-1]
     solution = spsolve(matrix.tocsc(), rhs.ravel()).reshape(rhs.shape)
-    return np.max(np.abs(solution - exact[1:-1, 1:-1]))
+    deviation = np.abs(solution - exact[1:-1, 1:-1])
+    chosen = np.hypot(x[None, 1:-1], z[1:-1, None]) > 0.5 - 1e-9
+    chosen[plane - 1, :] = True
+    return np.max(deviation[chosen]), np.max(deviation)
 
 
@@ -133,10 +139,11 @@
 
 
-coarse = grid_error(0.1, -3, 3, 3, potential, 1.0, 3.9)
-fine = grid_error(0.05, -3, 3, 3, potential, 1.0, 3.9)
-assert fine < 5e-3 and fine < 0.6 * coarse
+coarse, coarse_all = grid_error(0.1, -3, 3, 3, potential, 1.0, 3.9)
+fine, fine_all = grid_error(0.05, -3, 3, 3, potential, 1.0, 3.9)
+assert fine < 5e-3 and fine < 0.45 * coarse
+assert coarse_all < 0.2 * 0.1 and fine_all < 0.2 * 0.05
 assert np.max(np.abs(with_metal_edge(-2.0, np.linspace(0, 3, 7)))) < 1e-12
-edge_error = grid_error(0.05, -2, 4, 3, with_metal_edge, 1.0, 3.9)
-assert edge_error < 5e-3
+edge_error, edge_all = grid_error(0.05, -2, 4, 3, with_metal_edge, 1.0, 3.9)
+assert edge_error < 5e-3 and edge_all < 0.2 * 0.05
 
 # --- worked example (lengths in nm, potentials in V)
@@ -257,7 +264,8 @@
 
 print(f"closed form vs quadrature, max deviation of L: {quad_error:.1e}")
-print(f"grid deviation/Lam, spacing 0.1 r0: {coarse:.1e}")
-print(f"grid deviation/Lam, spacing 0.05 r0: {fine:.1e}")
-print(f"grid deviation/Lam with metal edge: {edge_error:.1e}")
+print("grid deviation/Lam (sheet and >= 0.5 r0 from line; all nodes):")
+print(f" spacing 0.1 r0: {coarse:.1e}; {coarse_all:.1e}")
+print(f" spacing 0.05 r0: {fine:.1e}; {fine_all:.1e}")
+print(f" with metal edge, 0.05 r0: {edge_error:.1e}; {edge_all:.1e}")
 print(f"L(200)-L(20) by quadrature: {far_growth:.4f}; ln 10: {np.log(10):.4f}")
 print(f"q decade 100-1000, bare: {bare_decade:.4f}; sheet: {sheet_decade:.4f}")
```

After the repair:

```
closed form vs quadrature, max deviation of L: 3.0e-13
grid deviation/Lam (sheet and >= 0.5 r0 from line; all nodes):
 spacing 0.1 r0: 7.1e-03; 1.2e-02
 spacing 0.05 r0: 2.2e-03; 6.9e-03
 with metal edge, 0.05 r0: 2.2e-03; 6.9e-03
L(200)-L(20) by quadrature: 2.3001; ln 10: 2.3026
q decade 100-1000, bare: 2.2966; sheet: 0.0089
total spread charge / lam: 1.000000
thickness: 0.65 nm; eps in/out of plane: 15.0, 6.0
half-spaces: 1.0, 3.9; mean kappa: 2.45
line charge magnitude: 0.1 e/nm
charge per 0.32 nm cell: 0.032 e
line to metal edge: 50.0 nm; T: 300.0 K
chi/eps0: 9.10 nm
r0: 1.857 nm
core radius r0 exp(-gamma): 1.043 nm
Lam: 0.1175 V
peak in-plane field: 0.994 MV/cm
L(2b/r0): 4.564
electron barrier at line above metal reference: 0.5365 eV
thermal energy: 0.0259 eV
potential magnitude relative to metal, x into channel:
 x=0.001 nm: sheet 0.5364 V, bare 1.3533 V
 x=0.1 nm: sheet 0.5273 V, bare 0.8121 V
 x=1 nm: sheet 0.4683 V, bare 0.5425 V
 x=10 nm: sheet 0.2784 V, bare 0.2819 V
 x=50 nm: sheet 0.1290 V, bare 0.1291 V
charge fraction within 1.86 nm: 0.604
charge fraction within 10.00 nm: 0.888
neglected effects:
r0 from slab expansion: 1.811 nm
slab near-log weight kappa/eps_g: 0.258
 slab minus sheet at 0.1 nm: 25.77 mV
 slab minus sheet at 0.5 nm: 2.71 mV
 slab minus sheet at 2.0 nm: 0.03 mV
 slab minus sheet at 10.0 nm: -0.04 mV
gate at 300.0 nm, barrier change: -2.2 meV
dopant strip half-width at 1e+10 cm^-2: 500 nm
dopant strip half-width at 1e+12 cm^-2: 5 nm
dopant barrier lowering, lower doping: 39 meV
row discreteness ripple at 0.32 nm: 0.018 mV
effective mass: 0.5 m_e
depth below top with tunnel exponent 1: 42 meV
thermal band density (one valley): 5.40e+12 cm^-2
lower doping / band density: 1.9e-03
verified
```
